Why valence-electron tunnelling starts near one silicon gap of oxide drop

**Definitions and conventions**

The device is an n-channel transistor: a p-type silicon substrate, a silicon dioxide layer and an n-type polysilicon gate. The gate is positive and the substrate surface is inverted. Source, drain and substrate are grounded.

All energies are electron energies. The zero is the substrate conduction edge at the oxide, E_C,sub(0). The silicon gap is E_g, so the surface valence edge is E_V,sub(0) = −E_g. The oxide drop V_ox is the potential at the gate side of the oxide minus that at the substrate side, and is positive here. The elementary charge q is positive. Two Fermi offsets are needed:

ζ_g = E_F − E_C deep in the gate

ζ_s = E_F − E_C at the substrate surface

Each is positive when the Fermi level lies inside the conduction band.

The ideal case has flat bands in the gate and no quantized levels. It counts substrate valence electrons only at energies where their band reaches the oxide. Tunnelling is elastic and there are no traps. Gate and substrate have the same gap and electron affinity.

**What happens**

Two groups of electrons can cross from substrate to gate. Inversion electrons come from the conduction band and are resupplied by source and drain. Valence electrons come from the filled band below, and each one that leaves creates a hole.

In the ideal case the valence current begins at

qV_on = E_g + max(ζ_g, 0) (cold gate).

For a gate whose Fermi level is close to its conduction edge, this is nearly one gap. The condition is on the oxide drop, not on the gate voltage.

**Why the threshold is one gap**

Moving an electron to a place where the potential is higher by V_ox lowers its energy by qV_ox. Since the two silicon electrodes have equal affinity, their conduction edges would align at zero drop. With the drop present, the gate edges at the oxide are therefore

E_C,gate = −qV_ox

E_V,gate = −qV_ox − E_g.

In one dimension, the net valence current, counted as electron flow from substrate to gate, is

J_V = (2q/h) ∫ T(E) [f_sub(E) − f_gate(E)] dE, over E < −E_g.

Here T is the transmission probability and f is the occupation. The factor 2 counts spin. A contribution needs a travelling state on both sides and different occupations.

Take first 0 < qV_ox < E_g. Then −E_g < −qV_ox, so every surface valence electron lies below the gate conduction edge. Two ranges remain:

1. For −E_g − qV_ox < E < −E_g, the electron faces the gate gap. There is no travelling final state, and T = 0.

2. For E < −E_g − qV_ox, it faces the gate valence band. States exist, but in an n-type gate they are full. Both occupations are nearly one and their difference nearly vanishes.

Now raise the drop. The top of the surface valence band rises above the gate conduction edge when

−E_g > −qV_ox.

Multiplying by −1 reverses the inequality and gives

qV_ox > E_g.

The final state must also be empty. In a cold gate this requires an energy above the gate Fermi level, which lies at −qV_ox + ζ_g. Hence

−E_g > −qV_ox + ζ_g, or qV_ox > E_g + ζ_g.

Both inequalities must hold, so the larger right-hand side decides. That is the origin of max(ζ_g, 0).

At finite temperature the Fermi condition softens. At the gate conduction edge, the empty fraction is

1 − f_gate = 1/[1 + exp(ζ_g/kT)].

With ζ_g = 0.064 eV and kT = 25.85 meV, the exponential is about 12 and the empty fraction about 8%. Current can therefore begin at qV_ox = E_g, although it starts weakly.

**What the oxide barrier does and does not decide**

A valence electron at the band edge meets a barrier of 3.10 + 1.12 = 4.22 eV, against 3.10 eV for an electron at the conduction edge. This difference affects the size of the current. It does not create the threshold.

A one-dimensional two-band chain tests this distinction. Its transmission is computed from its Hamiltonian, with a semi-infinite electrode on each side. The oxide drop was scanned in steps of 0.004 V, and the onset was taken as the first step where the valence current exceeded 10⁻¹⁰ of its value near the top of the scan, 0.3 V above the gap.

For a cold gate with ζ_g = 0, the onset was 1.124 V, one step above the 1.12 eV gap. It stayed at 1.124 V when the oxide was thinned from 1.5 to 1.0 nm and the conduction barrier lowered from 3.1 to 2.5 eV. Changing the silicon gap to 0.8 eV moved it to 0.804 V. Thus the onset followed the gap and not the barrier.

The Fermi term behaved as derived. With ζ_g = +0.1 eV the cold onset was 1.224 V; with ζ_g = −0.1 eV it was 1.124 V. Warming the +0.1 eV gate to 300 K brought it back to 1.124 V.

The barrier still controls magnitude. At a fixed oxide drop of 1.3 V, thinning the oxide from 1.5 to 1.0 nm raised the cold-gate valence current by a factor of about 290 in a chain with sites 0.1 nm apart. That spacing is too coarse for an accurate factor: in the continuum limit the value is near 200 when both oxides are joined to the silicon in the same way, and near 160 when one oxide has an even and the other an odd number of sites. At the same drop in the 1.5 nm oxide, the continuum form of the model gives a transmission 0.05 eV inside each band of 1.2 × 10⁻⁶ for conduction electrons and 1.4 × 10⁻⁷ for valence electrons, a ratio of about nine. These values use a symmetric matching of the wave at the two interfaces; other matchings that the chain allows give ratios from about 10 to 14. The 0.1 nm chain gives only about three.

Two comparisons isolate the role of final states. An inversion electron 0.05 eV above its band edge already has a transmission of 4 to 5 × 10⁻⁷ at a drop of 0.2 V, because it faces the gate conduction band. It has no one-gap threshold. Conversely, a gate with its Fermi level 0.1 eV below its valence edge has empty valence states. At 0.5 V such a p-type gate accepts a valence current in the chain, whereas the cold n-type gate accepts none.

**From oxide drop to gate voltage**

The gate voltage is the separation of the two Fermi levels:

E_F,sub − E_F,gate = qV_G.

The substrate Fermi level is ζ_s. To include a real gate, let V_poly be the potential drop across its depletion layer. The positive gate charge comes from donors stripped of their electrons, so the gate bands rise towards the oxide. Deep in the gate, the conduction edge is lower than at the oxide by qV_poly:

E_C,deep = −qV_ox − qV_poly

E_F,gate = −qV_ox − qV_poly + ζ_g.

Subtracting this Fermi level from ζ_s reverses each of its signs:

qV_G = qV_ox + qV_poly + ζ_s − ζ_g.

This relation was tested by solving Poisson's equation with Fermi statistics at the predicted V_G. Across six oxide drops from 0.6 to 1.5 V, with and without gate bending, the solution returned the intended drop to within 0.22 mV.

A metal gate has no ζ_g, but the separation of the Fermi levels is still qV_G, so E_F,gate = ζ_s − qV_G. If the metal has states at all relevant energies, there is no gate gap, and the cold threshold is the Fermi condition alone:

−E_g > ζ_s − qV_G, or qV_G > E_g + ζ_s.

For a metal the natural threshold is thus in gate voltage. The corresponding oxide drop depends on the metal's work function and need not be one gap.

**How large: a 1.5 nm oxide**

Take an acceptor density of 10¹⁸ cm⁻³, a gate donor density of 10²⁰ cm⁻³ and a temperature of 300 K. At an oxide drop of one gap, the oxide field is

1.12 V / 1.5 nm = 0.747 V/nm = 7.47 MV/cm.

Continuity of electric displacement, with relative permittivities 3.9 and 11.7, makes the silicon surface field one third of this, 2.49 MV/cm.

Fermi statistics without quantized levels give ζ_s = 0.143 eV and ζ_g = 0.064 eV. The cold flat-gate onset is therefore

V_on = 1.12 + 0.064 ≈ 1.18 V.

At a drop of one gap, the corresponding gate voltage with a flat gate is

V_G = 1.12 + 0.143 − 0.064 ≈ 1.20 V.

The closeness of V_G to V_ox comes from the small difference between the two Fermi offsets. It is lost when the gate bends. Here V_poly = 0.241 V, and the same oxide drop needs

V_G = 1.20 + 0.24 = 1.44 V.

**Why the real onset is soft**

The ideal threshold rests on two sharp boundaries, one in each electrode. Band bending weakens both.

In the substrate, the valence edge rises away from the oxide. Electrons with energies above −E_g therefore exist behind the surface. To reach the oxide they must first tunnel through a short stretch of silicon gap. An electron 0.1 eV above the surface valence edge starts at least

0.1 V / (0.249 V/nm) = 0.40 nm

from the oxide. It is "at least" because the field weakens inward. In the computed profile without quantized levels the distance is 0.63 nm, still short enough to matter.

In the gate, bending has two effects. At the oxide, the Fermi level lies at ζ_g − qV_poly = −0.18 eV relative to the local conduction edge. The extra Fermi requirement disappears there, and direct entry at the interface begins at one gap. States deeper in the gate lie lower still, and can be reached through the gate's depletion layer. At an oxide drop of one gap, empty deep states already extend about 0.241 − 0.064 = 0.18 eV below the surface valence edge.

The chain was run with the computed band profiles. Valence currents at 300 K, relative to the flat-band current at 1.5 V, are:

At 0.80 V: 5.6 × 10⁻⁷ with the substrate bent; 1.5 × 10⁻⁴ with both bent.

At 1.00 V: 0.0044 and 0.080.

At 1.12 V: 0.073 and 0.32.

At 1.30 V: 0.50 and 0.96.

The site spacing limits their accuracy: in the continuum form of the model, the values with only the substrate bent are up to about 30% higher, and those with both bent shift by up to about 10%. With the interface matching that the chain itself implies, the shifts at 0.80 V reach about 50% and 20%.

The flat-band values at 1.30 and 1.50 V are 0.20 and 1. With only the substrate bent, the current at one gap equals a flat-band current reached between 1.12 and 1.30 V, so bending acts like an advance of less than 0.18 V. With both sides bent, the matching flat-band drop lies between 1.30 and 1.50 V, an advance of roughly 0.2 to 0.4 V. On a logarithmic scale, the steepest rise then occurs below one gap, and the curve is already flattening at one gap. On a linear scale the current is still steepening there. "Near one gap" locates the opening of the direct path; it does not describe a sudden step in a measured current.

The numerical output also shows flat-band currents of order 10⁻²¹ below one gap. These come from the minute thermal emptiness of the gate valence band. The zero at 1.12 V arises because the energy sum stops 1.10 eV below the surface valence edge, just short of that band. It is not a physical dip.

**How the model compares with real devices**

These inputs are rough typical values for a thin-oxide silicon transistor with a polysilicon gate. The chain masses, 0.3 electron masses in silicon and 0.5 in the oxide, are simple choices. Its currents are relative model values, not predictions of leakage density. Gate bending is the largest correction to the gate voltage found here, at 0.24 V. Quantization is next. A triangular-well estimate puts the lowest inversion level 0.234 eV above the surface conduction edge and raises ζ_s from 0.143 to 0.309 eV. At the same oxide drop, the gate voltage rises by a further 0.17 V, to about 1.61 V. Solving for the levels and the potential together puts the lowest level at about 0.285 eV and the rise at about 0.20 V, so the simple estimate is low by about 0.04 V. In both cases the edge condition on V_ox is unchanged.

Heavy doping also narrows the gate gap. If the gate conduction edge moves down by Δ, its position becomes −qV_ox − Δ, and the edge condition becomes qV_ox > E_g − Δ. One empirical doping formula gives a total narrowing of about 0.125 eV, which is only a rough guide at this doping. If both band edges move into the gap, Δ is no more than this total. Heating from 300 to 400 K reduces the silicon gap by about 28 meV and lowers the edge condition by the same amount.

Crystal momentum adds a further condition. If momentum parallel to the oxide is conserved, the initial and final states must share it. At any fixed parallel momentum, the valence edge is no higher and the conduction edge no lower than the overall band edges, so the energy window cannot widen. Grain orientation in the gate therefore affects the current. Phonons and roughness can relax the restriction, while traps can carry current below the ideal threshold.

**What to do about it**

Work with the oxide drop. Obtain V_ox from V_G by subtracting the gate bending and the difference of Fermi offsets, with quantization included in ζ_s. In this example, using V_G in place of V_ox would misplace the one-gap point by 0.32 V from gate bending and the unquantized Fermi offsets together, and by roughly 0.5 V with quantization added.

Use the substrate current to look for the valence component. The hole left behind sits where the valence edge rises into the substrate, so the field drives it inward, away from the oxide. If it escapes recombination, it leaves through the substrate contact. Inversion electrons are instead replaced through source and drain. A substrate current that rises as V_ox approaches one gap is consistent with valence tunnelling, but it is not proof: junction leakage and holes injected from the gate reach the same contact.

Do not treat one gap as a safe limit. With both electrodes bent, lowering the drop from 1.12 to 1.00 V reduces the model valence current only fourfold; lowering it to 0.80 V reduces it by about 2000. These factors apply to this oxide thickness and these dopings, and to a substrate profile without quantized levels. Quantization spreads the inversion charge inward, so the strong field reaches deeper and the path through the silicon gap is shorter. With such a profile the same model gives reductions of only about 3 and 170. Inversion-electron tunnelling remains in every case.

Thickening the oxide reduces the valence current at a fixed drop, but does not move the ideal threshold. Reliability needs its own assessment. The field in the example is already about 0.75 of an assumed 10 MV/cm breakdown field. That figure is only a rough scale, since breakdown depends on oxide thickness, quality and time under stress. The opening of a valence channel is neither a breakdown criterion nor a lifetime estimate.

Numbers as computed

```
Temperature: 300 K; kT = 25.85 meV
Silicon gap: 1.12 eV
Oxide gap: 9.0 eV; thickness: 1.5 nm
Barrier, conduction electrons: 3.10 eV
Barrier, valence electrons: 4.22 eV
Substrate acceptors: 1.0e+18 cm^-3
Gate donors: 1.0e+20 cm^-3
Chain masses, silicon and oxide: 0.3, 0.5 m_e
Chain onset of valence current (scan step 0.004 V):
  cold gate, zeta_g = 0: 1.124 V
  same, 1.0 nm oxide, 2.5 eV offset: 1.124 V
  same, gap changed to 0.8 eV: 0.804 V
  cold gate, zeta_g = +0.1 eV: 1.224 V
  cold gate, zeta_g = -0.1 eV: 1.124 V
  300 K gate, zeta_g = +0.1 eV: 1.124 V
Current ratio, 1.0 to 1.5 nm oxide at 1.3 V: 2.9e+02
Valence current at 0.5 V over flat 1.5 V current:
  n-type gate: 0.0e+00; p-type: 3.3e-01
Inversion-electron transmission at 0.2 V: 5.2e-07
Transmission at 1.3 V, 0.05 eV inside each band:
  conduction: 1.1e-06; valence: 3.5e-07
Example at an oxide drop of one gap:
  oxide field: 7.47 MV/cm
  silicon surface field: 2.49 MV/cm
  gate zeta_g: 0.064 eV
  cold flat-gate onset: 1.184 V
  surface zeta_s, classical: 0.143 eV
  gate voltage, flat gate: 1.199 V
  gate bending V_poly: 0.241 V
  gate voltage, bent gate: 1.440 V
Relative valence current at 300 K (flat at 1.5 V = 1):
  V_ox (V)  flat     bent substrate  both bent
  0.60      8.0e-22  1.2e-12         2.8e-10
  0.80      8.7e-22  5.6e-07         1.5e-04
  1.00      8.9e-22  4.4e-03         8.0e-02
  1.12      0.0e+00  7.3e-02         3.2e-01
  1.30      2.0e-01  5.0e-01         9.6e-01
  1.50      1.0e+00  1.4e+00         2.0e+00
Largest Poisson error in oxide drop: 0.22 mV
Other neglected effects at one gap:
  inversion density: 1.22e+13 cm^-2
  lowest electron level (triangular well): 0.234 eV
  surface zeta_s with that level: 0.309 eV
  resulting rise of gate voltage: 0.166 V
  gate gap narrowing, rough: 0.125 eV
  gap change from 300 to 400 K: -27.6 meV
  field over rough 10 MV/cm breakdown: 0.75
```
